# Variance of a Contact's Average Width with One Rough Edge: verification in Python

```python
"""
Result under test: a contact of length L has one straight edge and one rough edge.
The rough edge has rms displacement s and covariance s^2 exp(-|u|/xi).
The variance of the length-averaged width W is
    Var W = s^2 F(r),  F(r) = 2 (r - 1 + exp(-r)) / r^2,  r = L/xi,
with limits s^2 (short contact) and 2 s^2 xi/L (long contact).
Other symbols: w0 mean width, rho_c contact resistivity, R_s sheet resistance
of the silicon below the contact, L_T = sqrt(rho_c/R_s) transfer length.
Lengths are in nm unless a name says otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad


def variance_factor(r):
    return 2.0 * (r + np.expm1(-r)) / r**2


def factor_from_definition(r, covariance):
    """Double average of the covariance over all pairs of points."""
    def inner(x):
        left = quad(lambda y: covariance(x - y), 0.0, x)[0]
        right = quad(lambda y: covariance(y - x), x, r)[0]
        return left + right
    return quad(inner, 0.0, r)[0] / r**2


def exponential(u):
    return np.exp(-u)


def gaussian(u):
    return np.exp(-u * u)


# ---- variance formula and its limits against the double integral
ratios = [0.01, 0.3, 1.0, 3.0, 10.0, 100.0]
direct = {r: factor_from_definition(r, exponential) for r in ratios}
worst = max(abs(direct[r] / variance_factor(r) - 1.0) for r in ratios)
assert worst < 1e-6
assert abs((1.0 - direct[0.01]) / 0.01 - 1.0 / 3.0) < 1e-3
assert abs(direct[100.0] * 100.0 / 2.0 - (1.0 - 1.0 / 100.0)) < 1e-6
assert all(direct[r] < min(1.0, 2.0 / r) for r in ratios)
t, q = sp.symbols("t q", positive=True)
symbolic = 2 * sp.integrate((q - t) * sp.exp(-t), (t, 0, q)) / q**2
series = sp.series(sp.simplify(symbolic), q, 0, 3).removeO()
assert sp.simplify(series - (1 - q / 3 + q**2 / 12)) == 0

# ---- collecting pairs by separation, tried on a different covariance
for r in (0.5, 3.0, 8.0):
    by_lag = 2.0 * quad(lambda u: (r - u) * gaussian(u), 0.0, r)[0] / r**2
    assert abs(by_lag / factor_from_definition(r, gaussian) - 1.0) < 1e-6

# ---- example inputs (rough typical values)
length, width, rms, corr = 60.0, 20.0, 1.0, 20.0
rho_c_cm2 = 2e-9
rho_c = rho_c_cm2 * 1e14            # ohm nm^2
sheet = 130.0                       # ohm per square
ratio = length / corr
factor = variance_factor(ratio)
sigma_w = rms * np.sqrt(factor)
relative = sigma_w / width
resistance = rho_c / (length * width)

# ---- simulated edges: Gaussian and two-level telegraph
rng = np.random.default_rng(12345)
samples, steps = 100000, 60
step_corr = np.exp(-ratio / steps)
weights = np.ones(steps + 1)
weights[[0, -1]] = 0.5
weights /= weights.sum()


def simulate(kind):
    edge = np.empty((steps + 1, samples))
    if kind == "gaussian":
        edge[0] = rms * rng.standard_normal(samples)
        kick = rms * np.sqrt(1.0 - step_corr**2)
        for k in range(steps):
            edge[k + 1] = step_corr * edge[k] + kick * rng.standard_normal(samples)
    else:
        edge[0] = rms * np.where(rng.random(samples) < 0.5, -1.0, 1.0)
        for k in range(steps):
            flip = rng.random(samples) < 0.5 * (1.0 - step_corr)
            edge[k + 1] = np.where(flip, -edge[k], edge[k])
    return edge


# sampling error of a variance is about 0.45 percent, so 2.5 percent is safe
simulated = {}
for kind in ("telegraph", "gaussian"):
    edge = simulate(kind)
    shift = weights @ edge
    within = np.mean(weights @ edge**2 - shift**2)
    simulated[kind] = np.var(shift)
    assert abs(simulated[kind] / sigma_w**2 - 1.0) < 0.025
    assert abs(within / (rms**2 * (1.0 - factor)) - 1.0) < 0.025
# the Gaussian edges are kept for the resistance tests
r_uniform = rho_c / (length * (width + shift))
spread_sim = np.std(r_uniform) / resistance
assert abs(spread_sim / relative - 1.0) < 0.025
# the linear term has zero mean; removing it lowers the sampling noise
mean_rise = np.mean(r_uniform / resistance - 1.0 + shift / width)
assert abs(mean_rise / relative**2 - 1.0) < 0.04

# ---- current crowding: ladder network and simulated edges
transfer = np.sqrt(rho_c / sheet)
a = width / transfer
r_crowded = np.sqrt(rho_c * sheet) / (length * np.tanh(a))
cells = 20000
dx = width / cells
conductance = 0.0
for _ in range(cells):
    conductance += dx * length / rho_c
    conductance = 1.0 / (sheet * dx / length + 1.0 / conductance)
assert abs(1.0 / conductance / r_crowded - 1.0) < 1e-3
crowd_factor = 2.0 * a / np.sinh(2.0 * a)
strips = weights @ np.tanh((width + edge) / transfer)
crowd_sim = np.std(1.0 / strips) / np.mean(1.0 / strips)
assert abs(crowd_sim / (crowd_factor * relative) - 1.0) < 0.025
lead_change = sheet * sigma_w / length

# ---- other edges and another covariance shape
sigma_two = np.sqrt(2.0) * sigma_w
ends_relative = np.sqrt(2.0 * variance_factor(width / corr)) * rms / length
sigma_gauss = rms * np.sqrt(factor_from_definition(ratio, gaussian))

# ---- random dopants: tunnelling through the depletion layer (SI units)
charge, hbar, m0 = const.e, const.hbar, const.m_e
density_cm3, barrier, eps_r, temperature = 2e20, 0.5, 11.7, 300.0
density = density_cm3 * 1e6
eps = eps_r * const.epsilon_0
m_light, m_heavy = 0.19, 0.92
m_valley = (m_light**2 * m_heavy) ** (1.0 / 3.0)
k_fermi = (3.0 * np.pi**2 * density / 6.0) ** (1.0 / 3.0)
fermi = (hbar * k_fermi) ** 2 / (2.0 * m_valley * m0 * charge)   # eV
bending = barrier + fermi
thermal = const.k * temperature / charge


def depletion(n):
    return np.sqrt(2.0 * eps * bending / (charge * n))


def exponent(n, mass, image):
    depth, points = depletion(n), 200000
    x = (np.arange(points) + 0.5) * depth / points
    potential = bending * (1.0 - x / depth) ** 2
    if image:
        potential = potential - charge / (16.0 * np.pi * eps * x)
    root = np.sqrt(np.maximum(potential - fermi, 0.0))
    return 2.0 * np.sqrt(2.0 * mass * m0 * charge) / hbar * root.sum() * depth / points


def sensitivity(mass, image, h=0.01):
    up = exponent(density * (1 + h), mass, image)
    down = exponent(density * (1 - h), mass, image)
    return -(up - down) / (2.0 * h)


e00 = 0.5 * hbar * np.sqrt(density / (m_light * m0 * eps))       # eV
closed = (np.sqrt(bending * barrier) - fermi * np.log(
    (np.sqrt(bending) + np.sqrt(barrier)) / np.sqrt(fermi))) / e00
b_plain = exponent(density, m_light, False)
b_image = exponent(density, m_light, True)
b_heavy = exponent(density, m_heavy, False)
assert abs(b_plain / closed - 1.0) < 1e-4
s_plain = sensitivity(m_light, False)
s_image = sensitivity(m_light, True)
assert abs(s_plain / (0.5 * b_plain) - 1.0) < 1e-3
depth_nm = depletion(density) * 1e9
dopants = density * 1e-27 * depth_nm * length * width
count_spread = 1.0 / np.sqrt(dopants)

# ---- printed numbers
print(f"contact length L = {length:.0f} nm, mean width w0 = {width:.0f} nm")
print(f"rms edge displacement s = {rms:.1f} nm, correlation length xi = {corr:.0f} nm")
print(f"contact resistivity = {rho_c_cm2:.1e} ohm cm2")
print(f"L/xi = {ratio:.2f}, exp(-L/xi) = {np.exp(-ratio):.5f}")
print(f"variance factor F = {factor:.4f}")
print(f"variance of average width = {sigma_w**2:.4f} nm2")
print(f"standard deviation of average width = {sigma_w:.4f} nm")
print(f"rms roughness about own average = {rms*np.sqrt(1-factor):.4f} nm")
print(f"effective number of independent segments 1/F = {1/factor:.3f}")
print(f"long-contact law for the variance = {2*rms**2/ratio:.4f} nm2")
print(f"long-contact law, variance error = {100*(2/ratio/factor-1):.1f} %")
print(f"short-contact law, variance error = {100*(1/factor-1):.1f} %")
print(f"largest relative gap, formula vs double integral = {worst:.1e}")
print(f"simulated variance, Gaussian edges = {simulated['gaussian']:.4f} nm2")
print(f"simulated variance, telegraph edges = {simulated['telegraph']:.4f} nm2")
print("table: L (nm), F, sigma_W (nm), long-law sigma_W (nm)")
for item in (2.0, 20.0, 60.0, 200.0, 2000.0):
    f = variance_factor(item / corr)
    print(f"  {item:6.0f}  {f:.4f}  {rms*np.sqrt(f):.4f}  {rms*np.sqrt(2*corr/item):.4f}")
print(f"resistance, uniform current = {resistance:.1f} ohm")
print(f"relative width spread = {100*relative:.2f} %")
print(f"resistance spread, first order = {resistance*relative:.2f} ohm")
print(f"simulated relative resistance spread = {100*spread_sim:.2f} %")
print(f"mean resistance rise, second order = {100*relative**2:.3f} %")
print(f"simulated mean resistance rise = {100*mean_rise:.3f} %")
print("neglected effects:")
print(f"two independent long edges: sigma_W = {sigma_two:.4f} nm")
print(f"two rough short ends: relative area spread = {100*ends_relative:.2f} %")
print(f"Gaussian-shaped covariance: sigma_W = {sigma_gauss:.4f} nm")
print(f"sheet resistance = {sheet:.0f} ohm/sq, transfer length = {transfer:.1f} nm")
print(f"resistance with crowding = {r_crowded:.1f} ohm")
print(f"crowding factor on width sensitivity = {crowd_factor:.3f}")
print(f"relative resistance spread with crowding = {100*crowd_factor*relative:.2f} %")
print(f"lead resistance change if rough edge faces current = {lead_change:.2f} ohm")
print(f"doping = {density_cm3:.1e} cm-3, barrier = {barrier:.2f} eV, T = {temperature:.0f} K")
print(f"relative permittivity = {eps_r:.1f}, masses = {m_light:.2f}, {m_heavy:.2f} m0")
print(f"Fermi level above band edge = {fermi:.3f} eV, kT = {thermal:.4f} eV")
print(f"tunnelling energy E00 (light mass) = {e00:.3f} eV")
print(f"depletion depth = {depth_nm:.2f} nm, dopants in it = {dopants:.0f}")
print(f"relative dopant-number spread = {100*count_spread:.2f} %")
print(f"tunnelling exponent, light mass, no image force = {b_plain:.3f}")
print(f"tunnelling exponent, light mass, image force = {b_image:.3f}")
print(f"tunnelling exponent, heavy mass, no image force = {b_heavy:.3f}")
print(f"doping sensitivity without / with image force = {s_plain:.3f} / {s_image:.3f}")
print(f"dopant resistance spread, no image force = {100*s_plain*count_spread:.2f} %")
print(f"dopant resistance spread, image force = {100*s_image*count_spread:.2f} %")
print("finished without a failed check")
```

Printed output:

```
contact length L = 60 nm, mean width w0 = 20 nm
rms edge displacement s = 1.0 nm, correlation length xi = 20 nm
contact resistivity = 2.0e-09 ohm cm2
L/xi = 3.00, exp(-L/xi) = 0.04979
variance factor F = 0.4555
variance of average width = 0.4555 nm2
standard deviation of average width = 0.6749 nm
rms roughness about own average = 0.7379 nm
effective number of independent segments 1/F = 2.195
long-contact law for the variance = 0.6667 nm2
long-contact law, variance error = 46.4 %
short-contact law, variance error = 119.5 %
largest relative gap, formula vs double integral = 9.3e-15
simulated variance, Gaussian edges = 0.4578 nm2
simulated variance, telegraph edges = 0.4541 nm2
table: L (nm), F, sigma_W (nm), long-law sigma_W (nm)
       2  0.9675  0.9836  4.4721
      20  0.7358  0.8578  1.4142
      60  0.4555  0.6749  0.8165
     200  0.1800  0.4243  0.4472
    2000  0.0198  0.1407  0.1414
resistance, uniform current = 166.7 ohm
relative width spread = 3.37 %
resistance spread, first order = 5.62 ohm
simulated relative resistance spread = 3.40 %
mean resistance rise, second order = 0.114 %
simulated mean resistance rise = 0.115 %
neglected effects:
two independent long edges: sigma_W = 0.9545 nm
two rough short ends: relative area spread = 2.02 %
Gaussian-shaped covariance: sigma_W = 0.6926 nm
sheet resistance = 130 ohm/sq, transfer length = 39.2 nm
resistance with crowding = 180.9 ohm
crowding factor on width sensitivity = 0.846
relative resistance spread with crowding = 2.85 %
lead resistance change if rough edge faces current = 1.46 ohm
doping = 2.0e+20 cm-3, barrier = 0.50 eV, T = 300 K
relative permittivity = 11.7, masses = 0.19, 0.92 m0
Fermi level above band edge = 0.117 eV, kT = 0.0259 eV
tunnelling energy E00 (light mass) = 0.176 eV
depletion depth = 2.00 nm, dopants in it = 480
relative dopant-number spread = 4.57 %
tunnelling exponent, light mass, no image force = 2.174
tunnelling exponent, light mass, image force = 1.470
tunnelling exponent, heavy mass, no image force = 4.783
doping sensitivity without / with image force = 1.087 / 1.040
dopant resistance spread, no image force = 4.96 %
dopant resistance spread, image force = 4.75 %
finished without a failed check
```
